\section*{Zone-centre optical strengths of heavy- and light-hole quantum-well transitions}

\section*{The problem}

A symmetric quantum well is grown along $z=[001]$ in a zinc-blende semiconductor. Its conduction band is built from an $s$-like orbital $S$, its valence band from three $p$-like orbitals $X,Y,Z$. Spin-orbit coupling splits the valence states by $\Delta$. Light with unit polarization vector $\mathbf e$, possibly complex, drives transitions between the lowest electron subband and the first heavy-hole (HH) or light-hole (LH) subband. How do the two transitions compare in strength when the in-plane wavevector $k$ is zero, and what does a spectrum retain of that comparison?

Strain, electric fields and disorder are absent, the photon wavevector is neglected, and well and barrier share the same Bloch functions and valence band parameters. Hole energies are counted downward from the valence edge of the well.

\section*{(a) Separating the envelope}

\textbf{Question.} At $k=0$ let $\psi_c=F_c(z)u_c$ and $\psi_v=F_v(z)u_v$, with envelopes that vary slowly over a unit cell. Reduce $\langle\psi_c|\mathbf e\cdot\mathbf p|\psi_v\rangle$ to a Bloch-function element.

\textbf{Solution.} The momentum operator is a derivative, so the product rule gives
\begin{equation}
\langle\psi_c|\mathbf e\cdot\mathbf p|\psi_v\rangle
=\int F_c^*(\mathbf e\cdot\mathbf p\,F_v)\,u_c^*u_v\,d^3r
+\int F_c^*F_v\,u_c^*(\mathbf e\cdot\mathbf p\,u_v)\,d^3r .
\end{equation}
The products of Bloch functions are lattice-periodic. Their oscillating Fourier components nearly cancel against slow envelopes, which leaves the cell averages. The average of $u_c^*u_v$ is zero because the two bands are orthogonal, and the first integral drops out. Therefore
\begin{equation}
\langle\psi_c|\mathbf e\cdot\mathbf p|\psi_v\rangle
\simeq I\,\langle u_c|\mathbf e\cdot\mathbf p|u_v\rangle,
\qquad I=\int F_c^*F_v\,dz .
\end{equation}
The polarization acts on the Bloch functions, while the well shape enters through $I$.

\section*{(b) One momentum constant}

\textbf{Question.} Use tetrahedral symmetry to find all nine elements $\langle S|p_i|X_j\rangle$, where $X_j=X,Y,Z$.

\textbf{Solution.} Rotate by $\pi$ about axis $i$. This leaves $S$ and $p_i$ unchanged and reverses $X_j$ for $j\ne i$. The element then equals its own negative and vanishes. A rotation by $2\pi/3$ about $[111]$ permutes $x,y,z$ cyclically, so the three diagonal elements are equal:
\begin{equation}
\langle S|p_i|X_j\rangle=P\delta_{ij},\qquad
\langle S|\mathbf e\cdot\mathbf p|X_j\rangle=Pe_j .
\end{equation}

\section*{(c) The hole states}

\textbf{Question.} Construct the spin-orbit eigenstates and show which of them confinement along $z$ leaves unmixed.

\textbf{Solution.} The three orbitals transform as states of angular momentum one:
\begin{equation}
|1,\pm1\rangle=\mp\frac{X\pm iY}{\sqrt2},\qquad |1,0\rangle=Z .
\end{equation}
With $\mathbf J=\mathbf L+\mathbf S$ in units of $\hbar$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right],
\end{equation}
which is $1/2$ for $J=3/2$ and $-1$ for $J=1/2$. The hole term $\Delta/3-(2\Delta/3)\mathbf L\cdot\mathbf S$ therefore puts the quartet at $0$ and the split-off doublet at $\Delta$.

The top state is $|\frac32,\frac32\rangle=|1,1\rangle\uparrow$. The lowering operator gives $\sqrt3\,|\frac32,\frac12\rangle$ on the left and $\sqrt2\,|1,0\rangle\uparrow+|1,1\rangle\downarrow$ on the right. Hence
\begin{align}
|\tfrac32,\tfrac32\rangle&=-\frac{X+iY}{\sqrt2}\uparrow,\\
|\tfrac32,\tfrac12\rangle&=-\frac{X+iY}{\sqrt6}\downarrow+\sqrt{\tfrac23}\,Z\uparrow .
\end{align}
The same construction from the bottom state gives
\begin{equation}
|\tfrac32,-\tfrac32\rangle=\frac{X-iY}{\sqrt2}\downarrow,\quad
|\tfrac32,-\tfrac12\rangle=\frac{X-iY}{\sqrt6}\uparrow+\sqrt{\tfrac23}\,Z\downarrow .
\end{equation}
The split-off state with $m=1/2$ is the combination orthogonal to the LH state:
\begin{equation}
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\,|1,1\rangle\downarrow-\sqrt{\tfrac13}\,Z\uparrow .
\end{equation}

At $k=0$ the hole kinetic energy is diagonal in the orbitals. Write $\hat t=\hbar^2k_z^2/2m_0$ with $k_z=-i\,d/dz$. In terms of the Luttinger parameters the energy is $(\gamma_1-2\gamma_2)\hat t$ for $X,Y$ and $(\gamma_1+4\gamma_2)\hat t$ for $Z$. This operator treats $X$ and $Y$ alike, so it conserves $m$. It cannot mix $|m|=3/2$ with $|m|=1/2$. The orbital weights give the inverse masses along $z$:
\begin{align}
\text{HH:}\quad&\gamma_1-2\gamma_2,\\
\text{LH:}\quad&\tfrac13(\gamma_1-2\gamma_2)+\tfrac23(\gamma_1+4\gamma_2)=\gamma_1+2\gamma_2 .
\end{align}
The different masses separate the two doublets in energy. The LH state can still mix with the split-off state of equal $m$; this is neglected until part (f), which requires confinement energies far below $\Delta$.

\section*{(d) Strengths and their ratio}

\textbf{Question.} Define $s$ as $|\langle u_c|\mathbf e\cdot\mathbf p|u_v\rangle|^2/|P|^2$, summed over both conduction spins and both states of a hole doublet, then divided by two. Find $s$ for HH and LH, and the ratio for in-plane light.

\textbf{Solution.} By part (b), each orbital is replaced by the matching component of $\mathbf e$. Different final spins are distinguishable, so their squared amplitudes add:
\begin{align}
s_{hh}&=\tfrac12\left[\tfrac12|e_x+ie_y|^2+\tfrac12|e_x-ie_y|^2\right]
=\tfrac12(1-|e_z|^2),\\
s_{lh}&=\tfrac12\left[\tfrac16|e_x+ie_y|^2+\tfrac16|e_x-ie_y|^2
+\tfrac43|e_z|^2\right]\nonumber\\
&=\tfrac16(1-|e_z|^2)+\tfrac23|e_z|^2=\tfrac16(1+3|e_z|^2).
\end{align}
Here $|e_x+ie_y|^2+|e_x-ie_y|^2=2(|e_x|^2+|e_y|^2)$ was used. For in-plane light $e_z=0$, the strengths are $1/2$ and $1/6$, and with the envelopes restored
\begin{equation}
\frac{S_{hh}}{S_{lh}}=\frac{s_{hh}|I_{hh}|^2}{s_{lh}|I_{lh}|^2}
=3\,\frac{|I_{hh}|^2}{|I_{lh}|^2}.
\end{equation}
The ideal ratio is three to one, reached when the overlaps are equal. Its origin is orbital content: the HH state is wholly $X,Y$, the LH state one third $X,Y$ and two thirds $Z$.

Three cases show what this means. For light polarized along $z$ the strengths are $0$ and $2/3$, so the HH line is forbidden. An average over all directions has $|e_z|^2=1/3$ and makes both strengths $1/3$: the well redistributes strength between polarizations. The split-off doublet supplies another $1/3$ for every $\mathbf e$, and the three add to one.

For circular light, $\mathbf e=(1,i,0)/\sqrt2$, one has $e_x+ie_y=0$ and $e_x-ie_y=\sqrt2$. The HH transition then reaches spin down with squared amplitude $1$, the LH transition spin up with $1/3$. The ratio is unchanged, but the electron spins are opposite.

The result fails if HH and LH are mixed at $k=0$. The envelope model used here has no such mixing. Real zinc-blende interfaces do allow it, even in a symmetric well, where it joins HH and LH subbands of opposite envelope parity and leaves the in-plane strengths isotropic. A lower symmetry also mixes the lowest subbands directly. Suppose $|\frac32,\frac32\rangle$ acquires a small real amplitude $\beta$ of $|\frac32,-\frac12\rangle$, and its partner likewise. With equal overlaps the spin-up amplitudes are $-1/\sqrt2+\beta/\sqrt6$ for $x$ and $-i(1/\sqrt2+\beta/\sqrt6)$ for $y$. To first order the HH strengths become $\frac12(1\mp2\beta/\sqrt3)$, and the line is stronger for one of the two in-plane directions than for the other. The phase of $\beta$ sets the axes: an imaginary $\beta$ gives the same anisotropy between $[110]$ and $[1\bar10]$, the axes selected by inequivalent $[001]$ interfaces.

\section*{(e) Unequal overlaps in a finite well}

\textbf{Question.} Take a width $W=8.0$ nm, barriers of 230 meV for electrons and 150 meV for holes, an electron mass $0.067\,m_0$, and $\gamma_1=6.9$, $\gamma_2=2.1$. How far do the overlaps move the ratio?

\textbf{Solution.} For a carrier of mass $m^*$ and barrier $V$, the even ground state is $\cos qz$ inside and decays as $e^{-\kappa|z|}$ outside. Continuity of $F$ and $F'$ gives $q\tan(qW/2)=\kappa$, while the energies give $q^2+\kappa^2=2m^*V/\hbar^2$. With $\xi=qW/2$,
\begin{equation}
\xi\tan\xi=\sqrt{\xi_0^2-\xi^2},\qquad
\xi_0^2=\frac{m^*VW^2}{2\hbar^2}.
\end{equation}
At fixed $W$ the envelope shape depends on $m^*V$ alone. The inverse hole masses are $6.9-4.2=2.7$ (HH) and $6.9+4.2=11.1$ (LH), in units of $1/m_0$. Thus $m^*V/m_0$ is
\begin{equation}
230\times0.067=15.4,\qquad \frac{150}{2.7}=55.6,\qquad \frac{150}{11.1}=13.5
\end{equation}
meV for electron, HH and LH. The electron and LH envelopes should nearly coincide; the HH envelope is more tightly confined.

The envelopes were computed by diagonalizing each one-band Hamiltonian in 60 sine functions of a 30 nm hard-walled box. The confinement energies are 44.3 meV (electron), 10.8 meV (HH) and 31.6 meV (LH). The squared overlaps are $0.9730$ and $0.9995$, so
\begin{equation}
\frac{S_{hh}}{S_{lh}}=3\times\frac{0.9730}{0.9995}=2.92 .
\end{equation}
For infinitely high barriers all three envelopes become the same cosine and the ratio returns to 3.

\section*{(f) Coupling to the split-off band}

\textbf{Question.} Find the leading change of the LH strength for large but finite $\Delta$, and evaluate it for $\Delta=340$ meV.

\textbf{Solution.} Using the LH and split-off states of part (c), the kinetic coupling is
\begin{equation}
\langle so|\hat T|lh\rangle=\frac{\sqrt2}{3}
\left[(\gamma_1-2\gamma_2)-(\gamma_1+4\gamma_2)\right]\hat t
=-2\sqrt2\,\gamma_2\hat t .
\end{equation}
The split-off state lies higher in hole energy by about $\Delta$, so first-order perturbation theory gives it the envelope
\begin{equation}
F_{so}=\frac{2\sqrt2\,\gamma_2}{\Delta}\,\hat tF_{lh}.
\end{equation}
Define $\tau=\langle F_c|\hat t|F_{lh}\rangle/I_{lh}$. The in-plane amplitude, carried by $|1,1\rangle\downarrow$, becomes
\begin{equation}
\sqrt{\tfrac13}\,I_{lh}+\sqrt{\tfrac23}\,
\frac{2\sqrt2\,\gamma_2}{\Delta}\,\tau I_{lh}
=\frac{I_{lh}}{\sqrt3}\left(1+\frac{4\gamma_2\tau}{\Delta}\right).
\end{equation}
Squaring to first order multiplies the in-plane LH strength by $1+8\gamma_2\tau/\Delta$. For positive $\tau$, confinement favours the $X,Y$ orbitals, which have the smaller kinetic energy along $z$. The LH line gains in-plane strength and the ratio falls.

The coupling also distorts $F_{lh}$ at order $1/\Delta$. That distortion affects the overlap through the part of $F_c$ orthogonal to $F_{lh}$, whose amplitude is only about $\sqrt{1-0.9995}\approx0.02$, and it is omitted.

The computed envelopes give $\tau=2.00$ meV, hence
\begin{equation}
\frac{8\gamma_2\tau}{\Delta}=\frac{8\times2.1\times2.00}{340}=0.099 .
\end{equation}
For comparison, all six valence states were diagonalized together in the same sine basis, with the kinetic energies of part (c) and the full spin-orbit term. The LH in-plane strength then exceeds its uncoupled value by $0.106$ of that value. The strengths are $0.4865$ and $0.1843$, and
\begin{equation}
\frac{S_{hh}}{S_{lh}}=\frac{0.4865}{0.1843}=2.64 .
\end{equation}
The HH state has no split-off partner with $|m|=3/2$, so its strength remains $0.9730/2$. In this well the split-off band moves the ratio more than the overlaps do.

\section*{(g) Leaving the zone centre}

\textbf{Question.} How does the HH strength first change with $k$, and how far does the zone-centre result reach?

\textbf{Solution.} A rotation by $\pi$ about $z$ takes $k$ to $-k$ and leaves strengths for $x$ or $y$ polarization unchanged. They are therefore even in $k$. For a doublet separated from the others they have a power series, whose first allowed correction is $k^2$.

For $\mathbf k$ along $x$, the six-band kinetic energy gains, in units of $\hbar^2/2m_0$, the term $(\gamma_1+4\gamma_2)k^2$ for $X$, $(\gamma_1-2\gamma_2)k^2$ for $Y$ and $Z$, and a coupling $6\gamma_3kk_z$ between $X$ and $Z$. Here $\gamma_3=2.9$. Going from $k=0.005$ to $0.010$ nm$^{-1}$ multiplies the computed HH loss by $4.01$, as a quadratic law requires.

A thermal scale follows from $\hbar^2k^2/2m_e=k_BT$, with $m_e$ the electron mass. Averaged over $x$ and $y$ polarization, the strengths of the two lowest hole doublets are:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $k$ (nm$^{-1}$) & first & second\\
-- & 0 & 0.487 & 0.184\\
10 & 0.039 & 0.485 & 0.175\\
300 & 0.213 & 0.403 & 0.154
\end{tabular}
\end{center}

At the 10 K wavevector the second doublet has lost 5\% of its zone-centre strength, the first about 0.2\%. At the 300 K wavevector both have lost about 17\%. Their ratio there, $0.403/0.154=2.62$, is close to the zone-centre value because the losses are similar, not because mixing is weak. This near-equality is particular to $\mathbf k$ along $x$: for the same $k$ along $[110]$ the losses are 20\% and 13\%, and the ratio is 2.43. Away from $k=0$ the doublets are ordered by energy and need not keep a pure HH or LH character.

\section*{(h) From strengths to spectra}

\textbf{Question.} Estimate the ratio of absorption steps, of exciton lines, and of zone-centre emission at 300 K.

\textbf{Solution.} For a parabolic pair of subbands with reduced mass $\mu$, the number of pair states per area up to an energy $\varepsilon=\hbar^2k^2/2\mu$ above the edge is
\begin{equation}
N=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{\mu\varepsilon}{\pi\hbar^2}.
\end{equation}
The step height is thus proportional to $S\mu$; the small difference in photon energy is neglected. Averaging the $k^2$ terms of part (g) over the orbital weights gives the diagonal in-plane inverse masses
\begin{align}
\text{HH:}\quad&\tfrac12(\gamma_1+4\gamma_2)+\tfrac12(\gamma_1-2\gamma_2)=\gamma_1+\gamma_2=9.0,\\
\text{LH:}\quad&\tfrac13(\gamma_1+\gamma_2)+\tfrac23(\gamma_1-2\gamma_2)=\gamma_1-\gamma_2=4.8 .
\end{align}
With the electron's $1/0.067=14.93$,
\begin{equation}
\frac{\mu_{hh}}{\mu_{lh}}=\frac{14.93+4.80}{14.93+9.00}=0.824,
\qquad 2.64\times0.824=2.18 .
\end{equation}

These masses omit the coupling between subbands. The six-band energies at $k=0.005$ nm$^{-1}$ give inverse masses of $5.95$ for HH and $-6.77$ for LH: the LH hole energy at first decreases with $k$. In second-order perturbation theory a level is pushed down by levels above it, so this sign reflects net repulsion from higher hole subbands. Most of it comes from the second HH subband, which lies only 12 meV above the LH level: it contributes $-10.7$ to the LH inverse mass, out of $-11.8$ from all subbands together. With these curvatures the ratio at the very onset of the steps is
\begin{equation}
2.64\times\frac{14.93-6.77}{14.93+5.95}=1.03 .
\end{equation}
This value holds only within about 0.1 meV of the edges, and without excitons. The LH curvature soon changes: with the six-band energies and strengths for $\mathbf k$ along $x$, the ratio at equal energy above each edge is already 1.4 at 1 meV and 2.0 at 5 meV. A spectrum broadened by a few meV would therefore not show equal onsets.

In a strictly two-dimensional exciton with Coulomb attraction, kinetic energy scales as $1/(\mu a^2)$ and attraction as $1/a$, so the radius obeys $a\propto1/\mu$. The line strength contains the probability density for electron and hole to meet, which scales as $1/a^2\propto\mu^2$. The diagonal masses give $2.64\times0.824^2=1.79$. This illustrates the scaling and is not a prediction for this well: a real exciton has finite thickness and samples a range of $k$ in which the LH dispersion is far from that of the diagonal mass.

For emission, let the holes be thermal and nondegenerate. The LH level lies 19.7 meV above the HH level in hole energy, and $k_BT=25.9$ meV at 300 K. At $k=0$ both transitions use the same electrons, so for light polarized in the plane
\begin{equation}
\frac{R_{hh}}{R_{lh}}=2.64\,e^{19.7/25.9}=5.6 .
\end{equation}
Occupation now outweighs the corrections computed for the matrix elements at $k=0$. This number holds at $k=0$ only. At 300 K a line sums over thermal wavevectors, where the strengths and hole dispersions differ; the six-band model then gives about 4.7 for the two lowest doublets.

The parameters are rough values in the regime of a GaAs well between AlGaAs barriers; none is meant to be extreme, and they describe no particular sample. Of the two corrections computed for them at $k=0$, the split-off coupling is larger than the effect of unequal overlaps; together they move the matrix-element ratio from 3 to 2.64, or 12\%. Mixing of conduction and valence bands was left out. A rough measure of this mixing is the electron confinement energy over the gap, $44.3/1420=0.03$ for a 1420 meV gap; its effect on the ratio was not computed. Real barriers also have band parameters different from those of the well, their interfaces can couple the LH level to the second HH subband only 12 meV above it, and samples may be strained or asymmetric; none of these effects is included in the value 2.64. A measured intensity ratio should therefore be corrected for density of states, excitons and occupation before it is compared with a ratio of matrix elements, which is itself 2.64 in this model and not three.
